# How many random saddle searches find all twelve escape routes?

## Problem

In adaptive kinetic Monte Carlo, the escape routes of an adatom are not listed in advance. They are found by random saddle searches started from the adatom's current energy minimum. Suppose that this minimum has $n=12$ distinct escape saddles, with symmetry-equivalent saddles counted separately. A search is called successful if it converges to a saddle connected to this minimum, whether that saddle is new or already known. Successful searches are independent, and each returns any given saddle with probability $1/12$. Let $N$ be the number of successful searches, repeats included, made until every saddle has been seen.

1. Find the mean of $N$.
2. Find the variance of $N$ and the probability that the list is complete after $m$ successful searches. Is it safe to stop at the mean?
3. At $T=800$ K the saddles have attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ and barriers 0.60, 1.00, 1.10, 1.20, 1.30 and 1.40 eV, two saddles at each value. Find the mean residence time, and what an incomplete list does to it.
4. How does the mean change if the saddles are not equally easy to find, or if some searches fail?

## Solution

### 1. The mean

Divide the work into stages according to the number $k$ of saddles already known. In stage $k$ there are $12-k$ unknown saddles, so the next successful search finds a new one with probability

$$q_k=\frac{12-k}{12},\qquad k=0,1,\dots,11 .$$

Let $W_k$ be the number of searches made in this stage, including the one that ends it. The stage lasts $w$ searches if $w-1$ repeats are followed by a new saddle:

$$P(W_k=w)=(1-q_k)^{w-1}q_k .$$

This probability falls geometrically with $w$, so the mean is finite. One search is always made; with probability $1-q_k$ it is a repeat, and the stage then starts afresh. Hence

$$E[W_k]=1+(1-q_k)E[W_k]\quad\Rightarrow\quad E[W_k]=\frac1{q_k}=\frac{12}{12-k}.$$

Since $N=W_0+W_1+\dots+W_{11}$, the means add. With $j=12-k$ for the number of saddles still unknown,

$$E[N]=12\sum_{j=1}^{12}\frac1j=12H_{12}=\frac{86021}{2310}\approx 37.24 .$$

In numbers, the twelve stages contribute

$$1+1.0909+1.2+1.3333+1.5+1.7143+2+2.4+3+4+6+12=37.24 .$$

Finding all twelve saddles therefore takes about 37 successful searches on average. The last saddle alone costs 12 of them, because at that point eleven searches in twelve return something already known.

The same argument gives $nH_n$ for $n$ saddles. Comparing the sum with the area under $1/x$ gives $\ln(n+1)<H_n<1+\ln n$ for $n>1$, so for large $n$ the cost grows as $n\ln n$, somewhat faster than the number of saddles.

### 2. Spread and completeness

The probability $q_k$ depends on how many saddles are known, but not on how long it took to find them. The waits $W_k$ are therefore independent, and their variances add. For one stage, write $q=q_k$, $W=W_k$ and $S=E[W^2]$. Either the first search ends the stage, or the stage restarts with one search already spent:

$$S=q+(1-q)E[(1+W)^2]=q+(1-q)\left(1+\frac2q+S\right).$$

Collecting the terms in $S$ gives

$$qS=1+\frac{2(1-q)}q=\frac{2-q}{q},\qquad S=\frac{2-q}{q^2}.$$

Subtracting the squared mean $1/q^2$ leaves the variance $(1-q)/q^2$. With $q=j/12$ this is

$$\left(1-\frac j{12}\right)\frac{144}{j^2}=\frac{144}{j^2}-\frac{12}{j}.$$

The sum over stages is

$$\operatorname{Var}N=144\sum_{j=1}^{12}\frac1{j^2}-12H_{12}=188.12 ,$$

which is a standard deviation of 13.7 searches, more than a third of the mean.

For the probability of a complete list, let $A_i$ be the event that saddle $i$ is still unseen after $m$ searches. A given set of $j$ saddles is entirely unseen if every search returned one of the other $12-j$, which has probability $(1-j/12)^m$. There are $\binom{12}{j}$ such sets. Inclusion–exclusion then gives the probability that none of the events $A_i$ occurs:

$$P(N\le m)=\sum_{j=0}^{12}(-1)^j\binom{12}{j}\left(1-\frac j{12}\right)^m .$$

At $m=37$ this equals 0.593. Stopping at the mean thus leaves at least one saddle unfound in about 41% of cases. The mean number missing is

$$12\left(\frac{11}{12}\right)^{37}=0.48 .$$

A complete list first becomes at least as likely as not at $m=35$, and its probability first reaches 95% at $m=63$. These stopping points assume that $n=12$ is known. In a real search it is not, and a run of repeats is evidence of completeness, not proof.

### 3. What a missing saddle does to the rates

In harmonic transition state theory with a common attempt frequency, saddle $i$ with barrier $E_i$ has the rate

$$k_i=\nu e^{-E_i/k_BT}.$$

If the escape events are independent and memoryless, the probability that none has occurred by time $t$ is

$$\prod_i e^{-k_it}=e^{-Kt},\qquad K=\sum_i k_i .$$

The mean residence time is the integral of this survival probability, $\tau=\int_0^\infty e^{-Kt}\,dt=1/K$. The adatom leaves through saddle $i$ with probability $\int_0^\infty k_ie^{-Kt}\,dt=k_i/K$.

At 800 K, $k_BT=0.06894$ eV. One fast hop has the rate

$$10^{13}\,e^{-0.60/0.06894}\ \mathrm{s^{-1}}=1.660\times10^{9}\ \mathrm{s^{-1}},$$

while one 1.00 eV event has the rate $5.0\times10^6\ \mathrm{s^{-1}}$. All twelve together give $K=3.334\times10^9\ \mathrm{s^{-1}}$, so

$$\tau=0.300\ \mathrm{ns}.$$

The two fast saddles carry $2(1.660)/3.334=99.6\%$ of the escapes.

A list that lacks some saddles has too small a total rate and so predicts too long a residence time. The size of the error depends on which saddle is missing. If one fast saddle is absent, the residence time is too long by the factor

$$\frac{K}{K-k_1}=\frac{3.334}{3.334-1.660}=1.99 .$$

If one 1.00 eV saddle is absent instead, $K$ falls by only about 0.15%. The simulation then cannot take that route from this minimum, however, which matters if the route leads to a configuration that the fast hops cannot reach.

After $m$ searches any named saddle is known with probability $1-(11/12)^m$. The mean known share of the total rate is therefore

$$\frac1K\sum_i k_i\left[1-\left(\frac{11}{12}\right)^m\right]=1-\left(\frac{11}{12}\right)^m ,$$

whatever the barriers are. At $m=37$ it is 0.960. This average hides very different outcomes: in most runs nearly all of the rate is known, in a few about half of it is missing, and very rarely, when both fast saddles are unseen, almost all of it is missing. At $m=37$ exactly one fast saddle is missing in 7.8% of runs and both in 0.12%. With just those two missing the residence time is too long by a factor of about 255, so the predicted residence time, averaged over runs, is 1.38 times the true one even though the mean known share is 0.960. The more useful quantity is the probability that both fast saddles are known. Inclusion–exclusion for two saddles gives

$$1-2\left(\frac{11}{12}\right)^{37}+\left(\frac{10}{12}\right)^{37}=0.921 .$$

The mean number of searches needed to know both is $12/2+12/1=18$: first either of the two must be found, then the other. For this set of barriers and equal chances, a nearly correct residence time is thus reached sooner than a complete list: both fast saddles are known with 95% probability at $m=43$, against $m=63$ for all twelve. The gain depends on the equal chances. If one fast saddle were ten times rarer than each of the others, as in the second case of part 4, knowing both would take 112 searches on average, almost as many as the 116 for the whole list.

### 4. Unequal chances and failed searches

Let saddle $i$ be returned with probability $p_i>0$, where $\sum_ip_i=1$. Imagine that successful searches take place at random times, as a Poisson process with one search per unit time on average. The searches that return saddle $i$ then form independent Poisson processes with rates $p_i$, so saddle $i$ has been seen by time $t$ with probability $1-e^{-p_it}$. Let $\Theta$ be the time at which the last saddle is found. It is the sum of $N$ gaps of unit mean that are independent of $N$, so $E[\Theta]=E[N]$. Integrating the probability that the list is still incomplete gives

$$E[N]=\int_0^\infty\left[1-\prod_{i=1}^{12}\left(1-e^{-p_it}\right)\right]dt .$$

For equal chances, substitute $x=1-e^{-t/12}$, so that $dt=12\,dx/(1-x)$:

$$E[N]=12\int_0^1\frac{1-x^{12}}{1-x}\,dx=12\int_0^1\left(1+x+\dots+x^{11}\right)dx=12H_{12},$$

which agrees with part 1.

For unequal chances, consider $f(p)=\ln(1-e^{-pt})$ at fixed $t>0$. Its derivative $f'(p)=t/(e^{pt}-1)$ decreases with $p$, so $f$ is strictly concave. By Jensen's inequality,

$$\sum_i f(p_i)\le 12f(1/12),$$

with equality only if all $p_i$ are equal. Equal chances make the product in the integrand as large as possible at every $t$, and so make $E[N]$ as small as possible. The value 37.2 is the lowest mean for twelve saddles under independent successful searches with fixed probabilities, when each saddle has to be found by a search of its own. If the two saddles at each barrier are symmetry partners and one is generated from the other, only six classes of chance $1/6$ remain, and the mean falls to $6H_6=14.7$.

Two cases show how far the mean can rise:

- If six saddles are twice as likely to be found as the other six, the probabilities are $1/9$ and $1/18$, and the mean is 45.8 searches.
- If one saddle is ten times rarer than each of the others, its probability is $1/111$, and the mean is 116 searches. Waiting for that saddle alone takes 111 searches on average.

Failed searches add a separate cost. If each launched search succeeds with probability $s$, independently of the past and of which saddle is found, each success needs $1/s$ launches on average. For $s=0.6$ the mean number launched is $37.24/0.6=62.1$.

### The model beside a real surface

The barriers of 0.60 and 1.00 eV have the rough scale of those for a silicon adatom on Si(001), where motion along the dimer rows is easier than motion across them. They are round model values. The number of saddles and the higher barriers are chosen for illustration and do not stand for identified processes on that surface. A deposition rate of one monolayer per second brings $3\times10^{-8}$ arrivals on 100 nearby sites during one residence time, so new arrivals hardly ever disturb the adatom before it hops.

For the search count, the assumption of equal chances is open to doubt. A saddle's chance depends on the search method and on how many starting displacements lead to it, and the two cases above move the mean from 37 to 46 and to 116. The rates have their own uncertainty. If the ten slower events had prefactors ten times larger, the share of the fast hops would fall from 99.6% to 96.2%.

Tunnelling is a smaller correction here. For a parabolic barrier whose imaginary frequency has the size of $\nu$, let $u=h\nu/k_BT=0.600$, and let $x$ be the energy above the barrier top in units of $k_BT$. Averaging the transmission probability over thermal energies, relative to the classical flux, gives

$$\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}=\frac{u/2}{\sin(u/2)}=1.015 ,$$

an increase of about 1.5% in a rate. This is not the only quantum correction of that order: in one dimension, quantising the vibration of frequency $\nu$ in the well multiplies the rate by a further $\sinh(u/2)/(u/2)=1.015$. The numerical output below lists the values used here.

## Computed results

```
Number of escape saddles: 12
Mean wait for each new saddle (searches):
  1.0000, 1.0909, 1.2000, 1.3333
  1.5000, 1.7143, 2.0000, 2.4000
  3.0000, 4.0000, 6.0000, 12.0000
Harmonic sum H_12: 3.103211
Mean searches, exact fraction: 86021/2310
Mean searches, decimal: 37.2385
Mean from evolution of all sets: 37.2385
Sampled mean (40000 runs): 37.18 +- 0.07
Variance of N (searches^2): 188.12
Standard deviation of N (searches): 13.72
Median, first m with P >= 0.5: 35 searches
First m with P >= 0.95: 63 searches
Fixed number of searches m: 37
P(all 12 known) at m: 0.5928
Mean number of saddles missing at m: 0.4797
P(one named saddle missing) at m: 0.0400
Mean known share of total rate at m: 0.9600
P(both fast saddles known) at m: 0.9212
Mean searches to know both fast: 18.0
Temperature: 800 K; kT: 0.06894 eV
Attempt frequency: 1.0e+13 1/s
Barriers (eV), two saddles each:
  0.60, 1.00, 1.10, 1.20, 1.30, 1.40
Rate of one fast hop: 1.660e+09 1/s
Rate of one 1.00 eV event: 5.015e+06 1/s
Total escape rate: 3.334e+09 1/s
Mean residence time: 0.3000 ns
Share of escapes by two fast saddles: 0.99607
Residence time factor, one fast missed: 1.992
Mean, six saddles twice as likely: 45.76 searches
Mean, one saddle ten times rarer: 116.20 searches
Success fraction of launched searches: 0.60
Mean launched searches: 62.06
Fast share, slow prefactors x10: 0.9621
h*frequency/kT: 0.5999
Tunnelling factor on a rate: 1.0152
Deposition rate: 1.0 monolayer/s
Arrivals on 100 sites per residence: 3.00e-08
```
